\section*{Why Length and Velocity Oscillator Strengths Differ in a Gaussian Basis}

\section{Two formulas for one number}

\textbf{Q:} I computed the 1s$\to$2p oscillator strength of hydrogen in a Gaussian basis, once from the dipole and once from the gradient, and got two numbers. Should they not be equal?

\textbf{A:} For exact eigenstates, yes. Take atomic units and a fixed nucleus, so that $H=-\tfrac12\nabla^2-1/r$, and use real functions. For any smooth $\phi$, the product rule gives $\nabla^2(z\phi)=z\nabla^2\phi+2\partial_z\phi$. The potential commutes with $z$, so
\begin{equation}
[H,z]\phi=-\tfrac12\left(z\nabla^2\phi+2\partial_z\phi\right)+\tfrac12 z\nabla^2\phi=-\partial_z\phi .
\label{comm}
\end{equation}
A potential that does not commute with $z$ would add $[V,z]$ here.

Let $|0\rangle$ be the ground state and $|n\rangle$ a p state oriented along $z$. Define
\begin{equation}
\omega_n=E_n-E_0,\quad z_n=\langle n|z|0\rangle,\quad v_n=-\langle n|\partial_z|0\rangle .
\end{equation}
If both states are exact, the matrix element of \eqref{comm} is $v_n=E_nz_n-E_0z_n=\omega_nz_n$. The length and velocity strengths,
\begin{equation}
f_L=2\omega_n z_n^2,\qquad f_V=2v_n^2/\omega_n ,
\end{equation}
then coincide. For the exact 1s and 2p functions, $\omega=0.3750$ hartree and $z=0.74494$ bohr. Their product is $0.27935$, which equals the separately integrated $v$, and $f=2(0.3750)(0.74494)^2=0.4162$.

\textbf{Q:} So the commutator is wrong in my basis?

\textbf{A:} Equation \eqref{comm} still holds for every function in your basis. What changes is that $H$ no longer returns a multiple of your eigenvector. Diagonalizing $H$ in the s set and in the p set makes the residuals
\begin{equation}
\rho_0=(H-E_0)|0\rangle,\qquad \rho_n=(H-E_n)|n\rangle
\end{equation}
orthogonal to their own sets, but not zero. Since $H$ is Hermitian on these smooth, decaying functions,
\begin{align}
v_n&=\langle n|Hz|0\rangle-\langle n|zH|0\rangle
=\langle Hn|z0\rangle-\langle zn|H0\rangle\nonumber\\
&=E_nz_n+\langle\rho_n|z0\rangle-E_0z_n-\langle zn|\rho_0\rangle .
\end{align}
Hence
\begin{equation}
v_n-\omega_nz_n=A_n-B_n,\quad A_n=\langle\rho_n|z0\rangle,\quad B_n=\langle zn|\rho_0\rangle .
\label{gap}
\end{equation}
By orthogonality, $A_n$ sees only the part of $z|0\rangle$ outside the p set, and $B_n$ only the part of $z|n\rangle$ outside the s set. The finite matrices fail because multiplication by $z$ leads out of the basis, and the residual lives there.

\section{The matrices for s and p Gaussians}

\textbf{Q:} Which integrals does this need?

\textbf{A:} Use $g_a=e^{-ar^2}$ for s, $zg_b$ for p, and $\gamma=a+b$. The s overlap is $S_s=\int e^{-\gamma r^2}d^3r=(\pi/\gamma)^{3/2}$. Applying $-d/d\gamma$ once and twice gives
\begin{equation}
\int r^2e^{-\gamma r^2}d^3r=\frac{3}{2\gamma}S_s,\qquad
\int r^4e^{-\gamma r^2}d^3r=\frac{15}{4\gamma^2}S_s .
\end{equation}
The angular average of $z^2$ is $r^2/3$, so the p overlap is $S_p=S_s/(2\gamma)$.

After integration by parts, the kinetic energy is half the integral of a product of gradients. With $\nabla g_a=-2a\mathbf r g_a$ and $\nabla(zg_a)=(\hat{\mathbf z}-2az\mathbf r)g_a$,
\begin{align}
T_s&=\tfrac12\,4ab\,\frac{3}{2\gamma}S_s=\frac{3ab}{\gamma}S_s,\\
T_p&=\tfrac12\int\left(1-2\gamma z^2+4abz^2r^2\right)e^{-\gamma r^2}d^3r\nonumber\\
&=\tfrac12\left(1-1+\frac{5ab}{\gamma^2}\right)S_s=\frac{5ab}{\gamma}S_p .
\end{align}
The attraction integrals are radial:
\begin{align}
V_s&=-4\pi\int_0^\infty re^{-\gamma r^2}dr=-\frac{2\pi}{\gamma},\\
V_p&=-\frac{4\pi}{3}\int_0^\infty r^3e^{-\gamma r^2}dr=-\frac{2\pi}{3\gamma^2}.
\end{align}
Finally, $\langle zg_b|z|g_a\rangle=S_p$. Because $-\partial_zg_a=2azg_a$, the velocity integral is $-\langle zg_b|\partial_z|g_a\rangle=2aS_p$.

\textbf{Q:} Can I see the disagreement with one function of each kind?

\textbf{A:} Give both the same exponent $a$, so $\gamma=2a$ and $S_p=S_s/(4a)$. Dividing the integrals by the overlaps gives
\begin{equation}
E_0=\frac{3a}{2}-2\sqrt{\frac{2a}{\pi}},\qquad
E_p=\frac{5a}{2}-\frac43\sqrt{\frac{2a}{\pi}},
\end{equation}
and therefore $\omega=a+\tfrac23\sqrt{2a/\pi}$. With normalized functions, $z=S_p/\sqrt{S_sS_p}=1/(2\sqrt a)$ and $v=2az=\sqrt a$. Thus
\begin{equation}
f_L=\frac{\omega}{2a}=\frac12+\frac13\sqrt{\frac{2}{\pi a}},\qquad
f_V=\frac{2a}{\omega}=\frac1{f_L}.
\end{equation}
At $a=0.5$ bohr$^{-2}$ these are $0.876$ and $1.141$. The energy is lowest where $dE_0/da=\tfrac32-\sqrt{2/(\pi a)}=0$, that is, at $a=8/(9\pi)=0.283$ bohr$^{-2}$. There the square root is $3/2$, and $f_L=f_V=1$.

\section{What the difference measures}

\textbf{Q:} They agree at the energy minimum, and on a value more than twice the right one. Is that an accident of one function?

\textbf{A:} No. Let the s and p sets share any list of distinct exponents $a_k$, and write
\begin{equation}
|0\rangle=\sum_kc_kg_k,\qquad |n\rangle=\sum_kd_{nk}\,zg_k .
\end{equation}
Now $z|0\rangle=\sum_kc_kzg_k$ lies in the p set, so $A_n=0$ however poor $|n\rangle$ is. In $B_n$, the residual $\rho_0$ is spherical and selects the spherical part of $z^2g_k$, which is $r^2g_k/3$:
\begin{equation}
B_n=\frac13\sum_kd_{nk}\langle r^2g_k|\rho_0\rangle .
\label{B}
\end{equation}
The s set does not contain $r^2g_k$, but $r^2g_k=-\partial g_k/\partial a_k$. Differentiate $E_0=\langle0|H|0\rangle/\langle0|0\rangle$ with respect to one s exponent, then set $\langle0|0\rangle=1$:
\begin{equation}
\frac{\partial E_0}{\partial a_k}=2\left\langle\frac{\partial 0}{\partial a_k}\Big|\rho_0\right\rangle
=-2c_k\langle r^2g_k|\rho_0\rangle .
\end{equation}
The changes of the coefficients drop out because they multiply functions $g_j$, which are orthogonal to $\rho_0$. If all $c_k\neq0$, inserting this in \eqref{B} and then in \eqref{gap} gives
\begin{equation}
v_n-\omega_nz_n=\frac16\sum_k\frac{d_{nk}}{c_k}\frac{\partial E_0}{\partial a_k}.
\label{main}
\end{equation}
With shared exponents, the failure on the ground state is a sum of the exponent derivatives of $E_0$, each weighted by $d_{nk}/c_k$, so the size of the gradient alone does not fix the size of the failure. If $E_0$ is stationary in all s exponents, $f_L=f_V$ for every p state of the basis.

\textbf{Q:} I would have used the Thomas-Reiche-Kuhn sum as a check. Does it catch the wrong value?

\textbf{A:} For the exact spectrum, continuum included, the strengths add to 1. In the basis there are three candidates: $S_L=\sum_nf_L$, $S_V=\sum_nf_V$ and the mixed sum $S_M=2\sum_nz_nv_n$. With shared exponents, the p states resolve $z|0\rangle$ completely, $\sum_n|n\rangle z_n=z|0\rangle$. Therefore, writing $\phi$ for the ground-state function,
\begin{equation}
S_M=-2\langle z0|\partial_z0\rangle=-\int z\,\partial_z(\phi^2)\,d^3r=\int\phi^2d^3r=1 .
\end{equation}
This holds for any shared set and says nothing about its quality. Comparing coefficients of $zg_k$ in the same resolution gives $\sum_nz_nd_{nk}=c_k$. With \eqref{main},
\begin{align}
S_L&=2\sum_nz_n\,\omega_nz_n=S_M-2\sum_nz_n(v_n-\omega_nz_n)\nonumber\\
&=1-\frac13\sum_k\frac{\partial E_0}{\partial a_k}.
\label{SL}
\end{align}
When all $\omega_n>0$, the Cauchy-Schwarz inequality adds
\begin{equation}
1=S_M^2=\Big(\sum_n\sqrt{2\omega_n}\,z_n\sqrt{2/\omega_n}\,v_n\Big)^2\le S_LS_V ,
\end{equation}
so with shared exponents $S_L$ and $S_V$ cannot both lie below 1. With different s and p exponents $S_M$ need not equal 1, and they can. At a stationary $E_0$ all three sums equal 1. The sum rule then has nothing to report, even if the individual strengths are wrong.

\section{Numbers for hydrogen}

\textbf{Q:} Show me this with more than one function.

\textbf{A:} Take three shared exponents, first the round values $0.2$, $0.8$, $3.2$ bohr$^{-2}$. For the lowest p state, $\omega=0.51607$ hartree, $z=0.91953$ bohr and $v=0.49292$, so
\begin{equation}
v-\omega z=0.49292-0.47455=0.01837 .
\end{equation}
Quadrature of the residual terms gives $A=0$ and $B=-0.01837$, as \eqref{gap} requires. The strengths are $f_L=0.873$ and $f_V=0.942$. The exponent derivatives of $E_0$ are $0.091343$, $0.000950$ and $-0.001705$ hartree\,bohr$^2$. They add to $0.09059$, and \eqref{SL} gives $S_L=1-0.0302=0.9698$, the value found by direct summation. The velocity sum is $1.0316$. For the lowest p state and for $S_L$, though not for the highest p state, nearly all of the failure comes from the most diffuse exponent, which is too large: its positive derivative means that $E_0$ would fall if it were reduced.

Optimizing the exponents for $E_0$ gives $0.1514$, $0.6813$ and $4.5004$ bohr$^{-2}$. Now $f_L=f_V=0.860$ for the lowest p state, the other two p states agree as well, and all sums are $1.000000$. The exact strength is $0.416$. The lowest p energy betrays the fault: it is $-0.036$ hartree instead of $-0.125$, because these exponents were chosen for 1s and are too compact for 2p.

\textbf{Q:} Then I keep the optimized s set and give the p set its own exponents.

\textbf{A:} With p exponents $0.04$, $0.2$ and $1.0$ bohr$^{-2}$, the lowest p energy improves to $-0.123$ hartree, and the two forms separate: $f_L=0.351$ and $f_V=0.439$. Relative to the exact value the errors are $-16\%$ and $+5\%$, far smaller than before, although the agreement is gone. Here $A=-0.0014$ and $B=-0.0316$. The term $A$ is back because $z|0\rangle$ no longer fits in the p set, but $B$ dominates. It now contains $r^2g_b$ with exponents $b$ absent from the s set, and stationarity of $E_0$ does not make those overlaps vanish. The mixed sum is $0.996$, no longer exactly 1.

\textbf{Q:} Does the disagreement go away in a large basis?

\textbf{A:} For this transition it does in the sets I ran. They have $N$ shared exponents in geometric progression from $0.02$ to $80$ bohr$^{-2}$. Define the failure matrix between all p states $n$ and s states $m$ as $F_{nm}=-\langle n|\partial_z|m\rangle-(E_n-E_m)\langle n|z|m\rangle$. In the table, $F_0$ is the length of its ground-state column and $\|F\|$ its spectral norm, both in atomic units.
\begin{center}
\begin{tabular}{rccccr}
$N$ & $f_L$ & $f_V$ & $S_L$ & $F_0$ & $\|F\|$\\
4 & 0.4677 & 0.1489 & 1.1556 & 0.139 & 12.0\\
6 & 0.3819 & 0.4033 & 1.0468 & 0.072 & 20.2\\
8 & 0.4134 & 0.4161 & 1.0013 & 0.008 & 29.8\\
10 & 0.4167 & 0.4168 & 1.0000 & 0.003 & 40.6
\end{tabular}
\end{center}
At $N=10$ the two forms differ by $0.00006$, while they lie $0.0005$ and $0.0006$ above the exact value. Their difference is not an error bar. More exponents inside the same range remove this offset only slowly: both strengths are $0.4170$ at $N=12$ and $0.4167$ at $N=18$. Lowering the smallest exponent to $0.005$ bohr$^{-2}$ at $N=12$ brings both to $0.4162$.

\textbf{Q:} But the norm of the whole failure matrix grows!

\textbf{A:} It does, while the failure on the ground state shrinks over the four sets in the table. With the range of exponents fixed, that decrease then stalls: $F_0$ stays between $0.004$ and $0.005$ for $N$ from 11 to 18. The spectral norm reports the worst combination of s states, which need not involve $|0\rangle$. For a single shared Gaussian the failure is
\begin{equation}
v-\omega z=\sqrt a-\frac{\omega}{2\sqrt a}=\frac{\sqrt a}{2}-\frac13\sqrt{\frac2\pi},
\end{equation}
which vanishes at $a=8/(9\pi)$ and grows as $\sqrt a$ for large $a$, so states far from the ground state can fail strongly. At the largest exponent used, $a=80$, this is only $4.2$, so it does not by itself account for the norms in the table, and the calculation does not identify which states carry them. For your transition, the relevant entry is the one between its two states.

\textbf{Q:} What should I conclude when my two strengths agree?

\textbf{A:} That $v_n$ and $\omega_nz_n$ have equal magnitude in your basis, and no more. For one electron in a local potential, as here, a clear disagreement proves that the basis is incomplete for this transition. This does not carry over to nonlocal potentials or to every many-electron method: for the 1s$\to$2p singlet of helium, configuration interaction with single excitations gives $f_L=0.260$ and $f_V=0.230$ in a basis converged to these digits. Agreement, or a sum of 1, can come from shared exponents and a stationary ground-state energy while the upper state is poor. So test the upper state separately: enlarge the p set and follow its energy. That step alone is not enough. A complete p set removes $A_n$ but not $B_n$, and the strengths then settle on values that still carry the error of $|0\rangle$. Enlarge the s set as well, and follow the strength itself over several sizes. The approach need not be steady: in the table, $f_V$ is closer to the exact value at $N=8$ than at $N=10$. The numerical check checks the relations above numerically, with the residual terms taken from quadrature and the exponent derivatives from finite differences of the energy.

\section*{Numbers as computed}
\begin{verbatim}
Exact 1s-2p: w = 0.3750 hartree, z = 0.74494 bohr
Exact 1s-2p: v = 0.27935 a.u., f = 0.41620
One Gaussian a = 0.50000 bohr^-2: E0 = -0.37838 hartree, f_L = 0.87613, f_V = 1.14139
One Gaussian a = 0.28294 bohr^-2: E0 = -0.42441 hartree, f_L = 1.00000, f_V = 1.00000
[round shared]
  s exponents (bohr^-2): 0.20000 0.80000 3.20000
  p exponents (bohr^-2): 0.20000 0.80000 3.20000
  E0 = -0.493423, lowest p = 0.022651, w = 0.516074 hartree
  lowest p: z = 0.919532 bohr, v = 0.492916 a.u.
  v - w z = +0.018369, A = -0.000000, B = -0.018369 a.u.
  f_L of all p states: 0.87272 0.09222 0.00486
  f_V of all p states: 0.94159 0.08585 0.00420
  sums: length 0.969804, velocity 1.031642, mixed 1.000000
  dE0/da_k (hartree bohr^2): +0.091343 +0.000950 -0.001705
[optimized shared]
  s exponents (bohr^-2): 0.15138 0.68129 4.50036
  p exponents (bohr^-2): 0.15138 0.68129 4.50036
  E0 = -0.496979, lowest p = -0.036122, w = 0.460858 hartree
  lowest p: z = 0.966000 bohr, v = 0.445189 a.u.
  v - w z = +0.000000, A = -0.000000, B = -0.000000 a.u.
  f_L of all p states: 0.86010 0.13632 0.00358
  f_V of all p states: 0.86010 0.13632 0.00358
  sums: length 1.000000, velocity 1.000000, mixed 1.000000
  dE0/da_k (hartree bohr^2): +0.000000 +0.000000 +0.000000
[optimized s, other p]
  s exponents (bohr^-2): 0.15138 0.68129 4.50036
  p exponents (bohr^-2): 0.04000 0.20000 1.00000
  E0 = -0.496979, lowest p = -0.122923, w = 0.374056 hartree
  lowest p: z = 0.685210 bohr, v = 0.286502 a.u.
  v - w z = +0.030195, A = -0.001405, B = -0.031600 a.u.
  f_L of all p states: 0.35125 0.60749 0.05115
  f_V of all p states: 0.43888 0.48549 0.07113
  sums: length 1.009880, velocity 0.995505, mixed 0.996018
Geometric shared sets from 0.02 to 80.0 bohr^-2
  N = 4: E0 = -0.469595 hartree, f_L = 0.46770, f_V = 0.14890
    sums: length 1.15558, velocity 0.93683; failure norm (a.u.): on |0> 0.13903, whole matrix 11.966
  N = 6: E0 = -0.497005 hartree, f_L = 0.38193, f_V = 0.40333
    sums: length 1.04680, velocity 0.96869; failure norm (a.u.): on |0> 0.07229, whole matrix 20.161
  N = 8: E0 = -0.499922 hartree, f_L = 0.41337, f_V = 0.41607
    sums: length 1.00127, velocity 0.99894; failure norm (a.u.): on |0> 0.00822, whole matrix 29.774
  N = 10: E0 = -0.499970 hartree, f_L = 0.41671, f_V = 0.41677
    sums: length 1.00003, velocity 0.99997; failure norm (a.u.): on |0> 0.00337, whole matrix 40.621
\end{verbatim}
